# Diffuse electron reflection from a weakly rough hard wall

An electron of wavenumber $k$ moves in the region $z>h(\mathbf r)$, where $\mathbf r=(x,y)$, and its wavefunction vanishes on the surface $z=h(\mathbf r)$. The height is a random function with

$$\langle h\rangle=0,\qquad \langle h(\mathbf r)h(0)\rangle=C(r)=\sigma^2e^{-r^2/\xi^2}.$$

The incident wave is $e^{i\mathbf K\cdot\mathbf r-ik_zz}$, with $k_z>0$ and $k^2=K^2+k_z^2$. The diffuse probability $D$ is the fraction of the incident flux that leaves in directions other than the specular one. Work to order $\sigma^2$.

## Part (a)

**Express $D$ as an integral over outgoing lateral wavevectors $\mathbf q$.**

**Answer.** For a flat wall, $\psi_0=e^{i\mathbf K\cdot\mathbf r}(e^{-ik_zz}-e^{ik_zz})$. It vanishes at $z=0$, where its slope is $\partial_z\psi_0=-2ik_ze^{i\mathbf K\cdot\mathbf r}$. Write $\psi=\psi_0+\psi_1+\psi_2+\dots$ in powers of $h$ and expand $\psi(\mathbf r,h)=0$ about $z=0$. The first-order terms give

$$\psi_1(\mathbf r,0)=-h\,\partial_z\psi_0=2ik_z\,h(\mathbf r)\,e^{i\mathbf K\cdot\mathbf r}.$$

The scattered wave contains outgoing or decaying waves:

$$\psi_1=\int\!\frac{d^2q}{(2\pi)^2}\,b(\mathbf q)\,e^{i\mathbf q\cdot\mathbf r+iq_zz},\qquad q_z=\sqrt{k^2-q^2},$$

with $q_z=i\sqrt{q^2-k^2}$ for $q>k$. With $\tilde h(\mathbf p)=\int d^2r\,h\,e^{-i\mathbf p\cdot\mathbf r}$, the Fourier transform of the boundary value is

$$b(\mathbf q)=2ik_z\,\tilde h(\mathbf q-\mathbf K).$$

For a wall of large area $A$, $\langle|\tilde h(\mathbf p)|^2\rangle=A\,S(\mathbf p)$, where $S$ is the transform of $C$. Completing the square along each axis gives a factor $\sqrt\pi\,\xi e^{-p_i^2\xi^2/4}$, so

$$S(p)=\pi\sigma^2\xi^2e^{-p^2\xi^2/4}.$$

The incident flux per area is proportional to $k_z$. The scattered flux per area is proportional to $A^{-1}\int d^2q\,(2\pi)^{-2}\,\mathrm{Re}(q_z)|b|^2$, and decaying waves contribute nothing. The factor $4k_z^2$ in $|b|^2$ divided by $k_z$ leaves

$$D=4k_z\int_{q<k}\frac{d^2q}{(2\pi)^2}\sqrt{k^2-q^2}\;S(|\mathbf q-\mathbf K|).\tag{1}$$

## Part (b)

**Show that the specular beam loses this same flux.**

**Answer.** The second-order boundary condition is $\psi_2+h\,\partial_z\psi_1+\tfrac12h^2\partial_z^2\psi_0=0$ at $z=0$. The last term vanishes because $\partial_z^2\psi_0=-k_z^2\psi_0=0$ there. From part (a),

$$\partial_z\psi_1(\mathbf r,0)=-2k_z\int\!\frac{d^2q}{(2\pi)^2}\,q_z\,\tilde h(\mathbf q-\mathbf K)\,e^{i\mathbf q\cdot\mathbf r}.$$

Since $\langle h(\mathbf r)\tilde h(\mathbf p)\rangle=e^{-i\mathbf p\cdot\mathbf r}S(p)$, averaging $-h\,\partial_z\psi_1$ leaves the lateral factor $e^{i\mathbf K\cdot\mathbf r}$. The average of $\psi_1$ is zero, so the specular amplitude is

$$R=-1+2k_z\int\!\frac{d^2q}{(2\pi)^2}\,q_z\,S(|\mathbf q-\mathbf K|).$$

To order $\sigma^2$, $|R|^2=1-4k_z\,\mathrm{Re}\int d^2q\,(2\pi)^{-2}q_zS=1-D$. The decaying waves change the phase of $R$ at this order, but not its magnitude.

## Part (c)

**Find $D$ for $k\xi\ll1$, with its first correction. How small must $\sigma$ be?**

**Answer.** In (1), $|\mathbf q-\mathbf K|\le2k$, so $S\approx\pi\sigma^2\xi^2$ throughout. The remaining integral is

$$\int_{q<k}\frac{d^2q}{(2\pi)^2}\,q_z=\frac1{2\pi}\int_0^kq\sqrt{k^2-q^2}\,dq=\frac{k^3}{6\pi},$$

and therefore

$$D\to\tfrac23\,k_zk^3\sigma^2\xi^2.\tag{2}$$

The scattered intensity is proportional to the squared slope of the incident standing wave, $4k_z^2$. Dividing by the incident flux removes one power of $k_z$. The set of outgoing directions is sampled uniformly by $S$ and adds no dependence on $k_z$.

For the correction, use $S\approx\pi\sigma^2\xi^2(1-|\mathbf q-\mathbf K|^2\xi^2/4)$. The cross term $\mathbf q\cdot\mathbf K$ averages to zero over angle. With weight $q_z$ and $t=q_z$, $q\,dq=-t\,dt$,

$$\langle q^2\rangle=\frac{\int_0^k(k^2-t^2)t^2dt}{\int_0^kt^2dt}=\frac{2k^5/15}{k^3/3}=\frac{2k^2}5.$$

Equation (2) is thus multiplied by $1-(K^2+\tfrac25k^2)\xi^2/4$. At $k\xi=0.2$ and $k_z=k/2$ this is $1-(0.75+0.40)(0.04)/4=0.9885$; numerical integration of (1) gives 0.9886.

The condition $k\sigma\ll1$ is not enough. Roughness with short $\xi$ also creates decaying waves with $|q_z|\sim1/\xi$, for which the expansion parameter $h\,\partial_z$ is of order $\sigma/\xi$. The limit therefore requires $\sigma\ll\xi\ll1/k$.

## Part (d)

**Find $D$ for long $\xi$ away from grazing, with its first correction. State what "away from grazing" means, and find what replaces the result at grazing.**

**Answer.** Put $\mathbf q=\mathbf K+\mathbf p$. The function $S(p)/[(2\pi)^2\sigma^2]=(\xi^2/4\pi)e^{-p^2\xi^2/4}$ is a normalized Gaussian with variance $2/\xi^2$ per component. Hence

$$D=4k_z\sigma^2\langle\mathrm{Re}\,q_z\rangle,\qquad q_z=\sqrt{k_z^2-2\mathbf K\cdot\mathbf p-p^2}.$$

Let $u=(2\mathbf K\cdot\mathbf p+p^2)/k_z^2$, so that $q_z=k_z(1-u/2-u^2/8-\dots)$. To order $1/\xi^2$, $\langle u\rangle=4/(k_z^2\xi^2)$ and $\langle u^2\rangle=8K^2/(k_z^4\xi^2)$. Then

$$D=4k_z^2\sigma^2\left[1-\frac{2}{k_z^2\xi^2}-\frac{K^2}{k_z^4\xi^2}+\dots\right]
=4k_z^2\sigma^2\left[1-\frac{k^2+k_z^2}{k_z^4\xi^2}+\dots\right].\tag{3}$$

The correction is small when $k_z^2\gg k/\xi$, which is the meaning of "away from grazing". The scattered electron then keeps nearly the same normal wavenumber, and $q_z\approx k_z$ supplies the second power of $k_z$.

There is a direct reading of the leading term. A locally flat wall at height $h$ reflects with amplitude $-e^{-2ik_zh}$. For Gaussian-distributed heights the specular probability is $|\langle e^{-2ik_zh}\rangle|^2=e^{-4k_z^2\sigma^2}$, whose first-order loss is $4k_z^2\sigma^2$.

At grazing, $k_z^2\ll k/\xi$, the expansion in $u$ fails. Take $\mathbf K$ along $x$ and keep $k\xi\gg1$. Then $K\approx k$, $p^2$ is small beside $kp$, and $q_z\approx\sqrt{2ks}$ for $p_x=-s<0$. Positive $p_x$ gives decaying waves. With $v=s^2\xi^2/4$,

$$\langle\mathrm{Re}\,q_z\rangle=\sqrt{2k}\int_0^\infty\!\sqrt s\,\frac{\xi e^{-s^2\xi^2/4}}{2\sqrt\pi}\,ds
=\sqrt{2k}\,\sqrt{\frac2\xi}\,\frac1{2\sqrt\pi}\int_0^\infty v^{-1/4}e^{-v}dv.$$

The last integral is $\Gamma(3/4)$, so

$$D\to4k_z\sigma^2k_*,\qquad k_*=\frac{\Gamma(3/4)}{\sqrt\pi}\sqrt{\frac k\xi}\approx0.691\sqrt{\frac k\xi}.\tag{4}$$

The linear law has returned, now with a different coefficient from (2). The leading forms (3) and (4) cross at $k_z=k_*$.

## Part (e)

**Replace the hard wall by a potential step higher than the electron energy, with equal masses on both sides. Does $|b|$ change at first order?**

**Answer.** Let the step height be $\hbar^2k_0^2/2m$. Outside, a wave with lateral wavevector $\mathbf q$ decays with constant $\kappa_q$, where $\kappa_q^2=k_0^2-q_z^2$. Both $\psi$ and $\partial_z\psi$ are continuous at $z=h$. The flat solution has a jump, inside minus outside, of $-k_0^2\psi_0(0)$ in its second derivative. Expanding the two conditions shows that $\psi_1$ is continuous at $z=0$, while its slope jumps by $+hk_0^2\psi_0(0)$:

$$(iq_z-\kappa_q)\,b=k_0^2\,T\,\tilde h(\mathbf q-\mathbf K),$$

where $T$ is the flat-wall amplitude at $z=0$. Flat matching, $-ik_z(2-T)=\kappa_KT$, gives $|T|=2k_z/k_0$. For an outgoing wave $|iq_z-\kappa_q|=k_0$. Thus $|b|=2k_z|\tilde h|$, as for the hard wall, and (1) is unchanged.

## Part (f)

**Apply the results to copper surfaces with $\sigma=0.1$ nm and $\xi=50$ nm or 1 nm. Judge the model.**

**Answer.** Treat copper as a free-electron metal with one electron per atom, four atoms per cubic cell, and a rough lattice constant of 0.36 nm:

$$k=\left(3\pi^2\times\frac4{0.36^3}\right)^{1/3}=13.64\ \mathrm{nm^{-1}}.$$

Equation (4) gives $k_*=0.361$ nm⁻¹ for $\xi=50$ nm and 2.55 nm⁻¹ for $\xi=1$ nm. Numerical quadrature of (1), with $\sigma$ and $k$ held fixed, gives:

| $k_z$ (nm⁻¹) | angle to surface | $D$, $\xi=50$ nm | $D$, $\xi=1$ nm | $4k_z^2\sigma^2$ |
|---|---|---|---|---|
| 0.05 | 0.21° | 0.00072 | 0.0047 | 0.0001 |
| 0.5 | 2.1° | 0.0098 | 0.047 | 0.010 |
| 1 | 4.2° | 0.037 | 0.097 | 0.040 |
| 2 | 8.4° | 0.159 | 0.209 | 0.160 |

For $\xi=50$ nm and $k_z=2$ nm⁻¹, (3) gives $0.160\,[1-190/(16\times2500)]=0.159$. The close agreement with the quadratic law at 0.5 nm⁻¹ has another origin. The ratio $D/(4k_z^2\sigma^2)$ is above one at grazing and approaches one from below at larger $k_z$, so it must cross one in between.

For $\xi=1$ nm, doubling $k_z$ from 0.5 to 1 nm⁻¹ multiplies $D$ by 2.04, close to linear. At 0.05 nm⁻¹ the result is 8% below (4), because $k\xi=13.6$ is not large enough to neglect $-p^2$, which lowers $q_z$. This is the grazing law, not (2): even $k\xi=0.2$ would require $\xi=0.015$ nm, far below an atomic spacing.

Higher orders were estimated by imposing $\psi=0$ on sample surfaces with a finite set of outgoing and decaying plane waves, assumed valid down to the surface.

- For $\xi=1$ nm and $k_z=1$ nm⁻¹, one periodic 6 nm square sample, averaged with its inverted copy, gave $D=0.095$, against 0.106 at first order for the same sample.
- For $\xi=50$ nm and $k_z=2$ nm⁻¹, one 400 nm profile varying only along $x$ gave 0.148, against 0.159.

For these samples, first order is too high by about 12% and 7% of the respective fuller results. The first figure can change by several percentage points from one sample to another, because a 6 nm square holds only a few bumps.

The height $\sigma=0.1$ nm is below an atomic spacing, and first order soon fails for rougher walls. Tripling $\sigma$ would turn 0.159 into 1.4, which is no probability. Even at $\sigma=0.1$ nm, normal incidence gives $4k^2\sigma^2=7.4$, so the example is restricted to shallow angles. Shallow angles make $D$ small but do not remove the relative error of first order, because $\sigma/\xi$ and $k_*\sigma$ do not shrink with $k_z$: for the 6 nm sample at $k_z=0.2$ nm⁻¹, first order is still about 8% too high. Bulk scattering can be gauged by replacing $k^2$ with $k^2+ik/\lambda$ in the outgoing $q_z$ only, with a rough mean free path $\lambda=40$ nm. For $\xi=50$ nm this raises $D$ by 0.1% at $k_z=2$ nm⁻¹, but by roughly 40% at 0.05 nm⁻¹. The second figure only signals that the model fails there. Damping also adds $ik/\lambda$ to the incident $k_z^2$, so the incident normal wavenumber is well defined only for $k_z\gg\sqrt{k/\lambda}\approx0.6$ nm⁻¹. The table rows at 0.05 and 0.5 nm⁻¹ therefore illustrate (1) without bulk scattering, not real copper. At 1 nm⁻¹ the added term is still 34% of $k_z^2$ in magnitude, so that row is only a rough guide. For $\xi=50$ nm the linear law needs $k_z$ below $k_*=0.361$ nm⁻¹, which is outside this range. In an ideal 20 nm film the lowest standing wave has $k_z=\pi/20=0.157$ nm⁻¹, so the 0.05 nm⁻¹ state is absent. Copper's Fermi surface is also not a sphere: it has necks that reach the Brillouin-zone boundary, where the free-electron model fails. Away from the necks, a rough 5% variation of the Fermi radius changes the quadratic result by about 10% at fixed angle. The thermal energy at 300 K is 0.4% of the Fermi energy, a much smaller effect. Grain boundaries and metallic liners, which electrons can enter, lie outside this model. Finally, $D$ counts every non-specular direction equally, so it is not the loss of lateral momentum that enters a film resistivity. Weighting (1) by $-p_x/K$, with $\mathbf K$ along $x$ and $q_z\approx k_z-Kp_x/k_z$, gives a fractional loss of $4\sigma^2\langle p_x^2\rangle=8\sigma^2/\xi^2$ for long $\xi$ away from grazing. This is $3\times10^{-5}$ for $\xi=50$ nm, against $D=0.159$ at $k_z=2$ nm⁻¹. For $\xi=1$ nm and $k_z=1$ nm⁻¹, quadrature gives 0.011 against $D=0.097$.

Numerical values quoted here were computed with a short program.
